\section*{How the Jastrow cutoff power controls the local energy}

\section{The shell at the cutoff}

\textbf{Q.} A polynomial Jastrow term is multiplied by $(r-L)^C$ and set to zero beyond $r=L$. Every positive $C$ makes it continuous. Why should the energy care which one I choose?

\textbf{A.} Because the kinetic energy contains second derivatives. Take a real trial function $\Psi=e^J\Phi$ for electrons of mass $m$, with $\Phi$ smooth near the cutoff. The local energy is $E_L=\Psi^{-1}H\Psi$, and its kinetic part is
\begin{equation}
T_L=-\frac{\hbar^2}{2m}\sum_i\left[\nabla_i^2J+|\nabla_iJ|^2
+2\nabla_iJ\cdot\frac{\nabla_i\Phi}{\Phi}+\frac{\nabla_i^2\Phi}{\Phi}\right].
\label{eq:tl}
\end{equation}
This follows from $\nabla_i\Psi=e^J(\nabla_i\Phi+\Phi\nabla_iJ)$ by taking one more divergence and dividing by $\Psi$. Only the first term has second derivatives of $J$.

\textbf{Q.} Then isolate what happens at the cutoff, for an electron pair and for an electron near a nucleus.

\textbf{A.} Let $d$ be either distance and $s=d-L$. Near the shell $s=0$, write the cut-off term as
\begin{equation}
F=w_C(s)\,g,\qquad w_C(s)=s^C\Theta(-s),
\end{equation}
where $\Theta$ is the unit step and $g$ is smooth and nonzero. For a pair term, $g=p(r)$ is the polynomial. The product rule gives
\begin{equation}
\sum_i\nabla_i^2F=\kappa g\,w_C''+w_C'\sum_i\left(g\nabla_i^2s+2\nabla_is\cdot\nabla_ig\right)
+w_C\sum_i\nabla_i^2g,
\label{eq:lap}
\end{equation}
with $\kappa=\sum_i|\nabla_is|^2$. For an electron--nucleus distance one electron contributes a unit vector, so $\kappa=1$. For an electron--electron distance the two gradients are opposite unit vectors, so $\kappa=2$.

I consider a point on one shell only, away from nodes of $\Phi$ and particle coalescences, where $E_L$ may be singular for other reasons.

\section{The first power}

\textbf{Q.} For $C=1$, $w_1=s$ inside and zero outside. Both pieces have zero second derivative. Where is the problem?

\textbf{A.} At the join. Test $w_1''$ against a smooth function $\eta(s)$ that vanishes far away:
\begin{align}
\int w_1''\eta\,ds&=\int_{-\infty}^{0}s\,\eta''\,ds
=\big[s\eta'\big]_{-\infty}^{0}-\int_{-\infty}^{0}\eta'\,ds=-\eta(0).
\end{align}
Hence $w_1''=-\delta(s)$. Equations \eqref{eq:tl} and \eqref{eq:lap} then give
\begin{equation}
H\Psi=(H\Psi)_{\rm point}+\frac{\hbar^2}{2m}\,\kappa g\,\delta(s)\Psi .
\label{eq:delta}
\end{equation}
The minus sign of the kinetic operator has cancelled the minus sign of $w_1''$. The subscript ``point'' means that derivatives are taken separately on the two sides. The other terms in $T_L$ contain at most first derivatives of $F$, which are bounded, so they add no delta function.

\textbf{Q.} A Monte Carlo walker lands exactly on the shell with probability zero. Why not discard the delta function as a mathematical curiosity?

\textbf{A.} The shell has zero volume, but the delta function has a finite integral. The kinetic energy can be checked without second derivatives, from
\begin{equation}
\langle T\rangle=\frac{\hbar^2}{2m}
\frac{\int\sum_i|\nabla_i\Psi|^2\,dX}{\int\Psi^2\,dX},
\label{eq:form}
\end{equation}
where $X$ denotes all electron coordinates. This form is finite for a kink and is the one for which the variational principle holds. Apply the divergence theorem on each side of the shell. With unit normal $n=\nabla s/\sqrt\kappa$ and surface element $dS=\sqrt\kappa\,\delta(s)\,dX$,
\begin{align}
\int\sum_i|\nabla_i\Psi|^2dX
&=-\int\Psi\Big(\sum_i\nabla_i^2\Psi\Big)_{\rm point}dX\nonumber\\
&\quad+\int\delta(s)\,\Psi\Big[(\nabla s\cdot\nabla\Psi)_{\rm in}
-(\nabla s\cdot\nabla\Psi)_{\rm out}\Big]dX .
\end{align}
The inner region has outward normal $n$ and the outer one $-n$, hence the signs. Inside, $w_1'=1$; outside, $w_1'=0$. At $s=0$ the bracket is therefore $\kappa g\Psi$. Multiplication by $\hbar^2/2m$ reproduces the contribution of the delta function in \eqref{eq:delta}.

For electron pairs with a common polynomial, $\kappa=2$ and
\begin{equation}
E_{\rm true}=E_{\rm point}+\frac{\hbar^2}{m}p(L)\sum_{i<j}P_{ij}(L),
\quad P_{ij}(L)=\frac{\int\Psi^2\delta(r_{ij}-L)\,dX}{\int\Psi^2\,dX}.
\label{eq:missing}
\end{equation}
Here $E_{\rm point}$ is the average of the pointwise local energy. More samples reduce its statistical error, but do not supply the missing term.

\textbf{Q.} Could I regard the kink as the limit of a slightly rounded function?

\textbf{A.} Yes. Rounding over a width $\epsilon$ gives a second derivative of order $1/\epsilon$ in a layer of thickness $\epsilon$. Its contribution to the mean energy stays finite as $\epsilon\to0$. Its contribution to the mean square of $E_L$ is of order $\epsilon(1/\epsilon)^2=1/\epsilon$, which diverges. A finite spread of the pointwise $E_L$ is therefore not the energy spread of the kinked function.

\section{The second and third powers}

\textbf{Q.} With $C=2$ the slope of $F$ vanishes at the shell. Is that enough?

\textbf{A.} It is enough to remove the delta function. Since $w_2'=2s\Theta(-s)$ is continuous, the surface term vanishes. But $w_2''=2\Theta(-s)$ changes from 2 to 0. With $[A]=A_{\rm out}-A_{\rm in}$,
\begin{equation}
[E_L]=-\frac{\hbar^2}{2m}\kappa g\,(0-2)=\frac{\kappa\hbar^2g}{m}.
\label{eq:jump}
\end{equation}
The terms containing $w_2$ or $w_2'$ vanish at $s=0$, and the potential is continuous there. For an electron pair the jump is $2\hbar^2p(L)/m$. It is a finite step, so its value on the zero-volume shell does not affect the average: $E_{\rm point}=E_{\rm true}$, and the variational bound holds.

\textbf{Q.} And one more power removes the step?

\textbf{A.} Yes. For $C=3$, $w_3''=6s\Theta(-s)$ tends to zero from both sides, as do $w_3'$ and $w_3$. Thus $E_L$ is continuous at the cutoff. Its slope is not: the derivative of $w_3''$ changes from 6 to 0, so
\begin{equation}
\left[\frac{\partial E_L}{\partial s}\right]
=-\frac{\hbar^2}{2m}\kappa g\,(0-6)=\frac{3\kappa\hbar^2g}{m}.
\label{eq:slope}
\end{equation}
The terms with $w_3'=3s^2$ have zero slope at $s=0$ and do not contribute.

\textbf{Q.} What if the polynomial itself vanishes at $L$?

\textbf{A.} If $g=s^q\tilde g$ with $\tilde g\ne0$ on the shell, then $s^Cg=s^{C+q}\tilde g$. The effective power is $C+q$. A nominal $C=1$ term with a simple zero of $p$ at $L$ therefore has no delta function. The three statements about $C$ require $g\neq0$.

\textbf{Q.} Does this cover a term depending on two electrons and a nucleus?

\textbf{A.} Yes, with the appropriate $g$. Suppose each pair contributes $w_C(r_i-L)\,w_C(r_j-L)\,p(r_i,r_j,r_{ij})$, where $r_i$ is measured from the nucleus and $p$ is symmetric in the electrons. When electron $i$ crosses $r_i=L$,
\begin{equation}
g=\sum_{j\ne i}w_C(r_j-L)\,p(r_i,r_j,r_{ij}),\qquad \kappa=1.
\end{equation}
The partners' cutoff factors belong to $g$. The numerical check verifies the shell formulas for all three kinds of term by finite differences of a three-electron function.

\section{Two electrons in a trap}

\textbf{Q.} Show me a case in which the hidden term changes a conclusion, not just a decimal place.

\textbf{A.} Take two electrons of opposite spin in a harmonic trap of frequency $\omega$, with Coulomb repulsion $e^2/r$ and $r=r_{12}$. Let $\Psi=e^{u(r)}\Phi$ and
\begin{equation}
\Phi=\exp\left[-\frac{m\omega}{2\hbar}(r_1^2+r_2^2)\right].
\end{equation}
The pieces of \eqref{eq:tl} are
\begin{align}
\sum_i\frac{\nabla_i^2\Phi}{\Phi}&=-\frac{6m\omega}{\hbar}
+\frac{m^2\omega^2}{\hbar^2}(r_1^2+r_2^2),\\
\sum_i\nabla_i^2u&=2\left(u''+\frac{2u'}r\right),\qquad
\sum_i|\nabla_iu|^2=2u'^2,\\
2\sum_i\nabla_iu\cdot\frac{\nabla_i\Phi}{\Phi}
&=-\frac{2m\omega}{\hbar}u'\,\frac{\mathbf r}{r}\cdot(\mathbf r_1-\mathbf r_2)
=-\frac{2m\omega}{\hbar}ru'.
\end{align}
After multiplication by $-\hbar^2/2m$, the quadratic term in the first line cancels the trap potential $m\omega^2(r_1^2+r_2^2)/2$. What remains is
\begin{equation}
E_L=3\hbar\omega+\frac{e^2}{r}
-\frac{\hbar^2}{m}\left(u''+\frac{2u'}r+u'^2\right)+\hbar\omega\,ru'.
\label{eq:pair}
\end{equation}
Cancellation of the $1/r$ terms at contact requires $u'(0)=me^2/(2\hbar^2)$.

\textbf{Q.} And what is the exact energy against which you will judge it?

\textbf{A.} Choose $\hbar\omega=0.5$ hartree. One hartree is $e^2/a_0$, with the bohr $a_0=\hbar^2/(me^2)$. Lengths below are in bohr and energies in hartree, so $\hbar^2/m=1$. Try $u=\ln(1+r/2)$. Then $u'=1/(2+r)$ and $u''=-u'^2$, and \eqref{eq:pair} becomes
\begin{align}
E_L&=\frac32+\frac1r-\frac{2}{r(2+r)}+\frac{r}{2(2+r)}\nonumber\\
&=\frac32+\frac{1}{2+r}+\frac{r}{2(2+r)}=2 .
\end{align}
The function is an eigenstate without nodes, so 2 hartree is the ground energy.

\textbf{Q.} Now put in the cutoff.

\textbf{A.} Use $u=(r-L)^C(\alpha_0+\alpha_1r)$ for $r<L$, with $L=4$. Differentiation at $r=0$ gives
\begin{equation}
u'(0)=C(-L)^{C-1}\alpha_0+(-L)^C\alpha_1,\qquad
\alpha_1=\frac{u'(0)}{(-L)^C}+\frac{C\alpha_0}{L}.
\end{equation}
The cusp value is $u'(0)=0.5$. The remaining parameter $\alpha_0$ minimizes $E_{\rm true}$, computed from the gradient form \eqref{eq:form} plus the potential energy. The results are
\begin{center}
\begin{tabular}{cccc}
$C$ & $p(L)$ & $E_{\rm true}$ & $E_{\rm point}$\\
1 & $0.08076$ & $2.00354$ & $1.99144$\\
2 & $-0.07535$ & $2.00537$ & $2.00537$\\
3 & $0.03191$ & $2.00980$ & $2.00980$
\end{tabular}
\end{center}
where $p(L)$ is in bohr$^{-C}$. For $C=1$ the pair density at the shell is $P(L)=0.14983$ bohr$^{-1}$, so \eqref{eq:missing} gives
\begin{equation}
0.08076\times0.14983=0.01210\ \text{hartree}=0.329\ \text{eV}.
\end{equation}
This is the difference between the two energies. Without it, the trial function appears to lie below the exact ground energy. Direct sampling gives $1.99124\pm0.00013$ hartree, in agreement with $E_{\rm point}$. Rounding the kink over 0.001 bohr brings the pointwise average back to 2.00354 hartree.

\textbf{Q.} But the first power has the lowest true energy. Does that not recommend it?

\textbf{A.} In this comparison it does give the best variational energy, provided the shell term is included. The comparison has a fixed $L$ and one free parameter; it is not a general ranking. The kink is an admissible trial function. The error is to evaluate its energy from the pointwise local energy, whose second derivatives miss the shell. The gradient form \eqref{eq:form} needs only first derivatives, so averaging $|\nabla\Psi/\Psi|^2$ over sampled points does include the shell term; in this nodeless example it gives $E_{\rm true}$.

\textbf{Q.} What do the local energies look like at the shell?

\textbf{A.} Outside, $u=0$, and \eqref{eq:pair} gives $1.5+1/4=1.75$ at the shell for every $C$. For $C=2$ the inner value is 1.90069, so the jump is $-0.15069$ hartree, or $-4.10$ eV. This equals $2p(L)$, as \eqref{eq:jump} requires. For $C=3$ both values are 1.75000. The slope changes from $-0.25394$ inside to $-0.06250$ outside, a jump of $0.19144$ hartree/bohr, equal to $6p(L)$.

The $C=1$ function also has a visible finite step, from 1.96943 to 1.75000, because $w_1'$ drops from 1 to 0. Just inside the shell $u'=p(L)=0.08076$ and the pointwise $u''=2\alpha_1=-0.10481$, and both vanish outside. In \eqref{eq:pair} the term $-u''$ contributes $0.10481$ and the terms in $u'$ contribute $0.11462$, together $0.21943$ hartree. That step is separate from the delta function, which appears in neither value.

\section{What the pointwise energy describes}

\textbf{Q.} If $E_{\rm point}$ can fall below the exact energy, can I still use it as an objective and correct the result afterwards?

\textbf{A.} Not safely. From \eqref{eq:delta}, the pointwise result is the action of a different Hamiltonian,
\begin{equation}
H'=H-\frac{\hbar^2}{m}p(L)\sum_{i<j}\delta(r_{ij}-L).
\end{equation}
For $p(L)>0$ it contains an attractive shell whose strength depends on the trial parameters. Optimization can lower $E_{\rm point}$ by strengthening this fictitious attraction.

In the trap example, let $q=p(L)$ become large while $\Phi$ stays fixed. Just inside the shell $e^{2u}\simeq e^{-2q(L-r)}$, whose integral over the inner region is $1/(2q)$. Since $u'\simeq q$, the leading energies are
\begin{align}
E_{\rm true}&\simeq\frac{\hbar^2}{m}q^2\frac{P_{\rm out}(L)}{2q}
=\frac{\hbar^2}{2m}qP_{\rm out}(L),\\
E_{\rm point}&\simeq\frac{\hbar^2}{2m}qP_{\rm out}(L)
-\frac{\hbar^2}{m}qP_{\rm out}(L)
=-\frac{\hbar^2}{2m}qP_{\rm out}(L).
\end{align}
Here $P_{\rm out}$ is the pair density normalized over $r>L$, since the inner probability tends to zero. Thus $E_{\rm point}$ has no lower bound in this family. At $q=20$ bohr$^{-1}$ it is $-14.88$ hartree, while $E_{\rm true}$ is $19.44$ hartree. With $P_{\rm out}(L)=1.797$ bohr$^{-1}$ the leading terms are $-17.97$ and $+17.97$ hartree; the remainders, about $3.1$ and $1.5$ hartree, do not grow with $q$.

\textbf{Q.} Surely diffusion Monte Carlo repairs a poor Jastrow factor. It projects out the ground state.

\textbf{A.} It projects with the local energy it is given. Let $D=\hbar^2/2m$, let $\tau$ be imaginary time in inverse-energy units, and write the walker density as $f=\Psi^2h$. At zero time step and without population bias, drift, diffusion and branching obey
\begin{equation}
\partial_\tau f=\nabla\cdot(D\nabla f-2Df\nabla\ln\Psi)-(E_L-E_T)f,
\end{equation}
where $\nabla$ acts on all electrons and $E_T$ is a constant energy offset. Since $\nabla f=\Psi^2\nabla h+2h\Psi\nabla\Psi$, the drift cancels the last term:
\begin{equation}
\Psi^2\partial_\tau h=D\nabla\cdot(\Psi^2\nabla h)-(E_L-E_T)\Psi^2h.
\end{equation}
The slowest decaying mode minimizes
\begin{equation}
\frac{\int\Psi^2\left(D|\nabla h|^2+E_Lh^2\right)dX}{\int\Psi^2h^2\,dX}.
\label{eq:dmc}
\end{equation}
To identify this quotient, use
\begin{equation}
|\nabla(h\Psi)|^2=\Psi^2|\nabla h|^2+\nabla(h^2\Psi)\cdot\nabla\Psi .
\end{equation}
Integrating the last term by parts gives the pointwise Laplacian plus the shell term found earlier, now weighted by $h^2$. The attraction in $H'$ cancels that shell term. Hence \eqref{eq:dmc} is the energy of $h\Psi$ under $H'$, not under $H$.

For the optimized $C=1$ function in the trap, the ground energy of $H'$ is 1.98681 hartree. Projection therefore moves the result further below 2 hartree than the pointwise average $E_{\rm point}=1.99144$ hartree. If $\Phi$ has nodes, the same argument applies to the fixed-node ground state. For $C=2$ or $C=3$ there is no shell term, so $H'=H$.

\section*{Numbers as computed}
\begin{verbatim}
largest relative error, shell formulas: 6.8e-06
trap quantum hbar*omega = 0.500 hartree
cutoff L = 4.000 bohr
cusp slope u'(0) = 0.500 bohr^-1
exact ground energy = 2.000000 hartree
C=1: alpha0 = 0.290380 bohr^-1
C=1: alpha1 = -0.052405 bohr^-2
C=1: p(L) = 0.080760 bohr^-1
C=1: E_true = 2.003538 hartree
C=1: E_point = 1.991437 hartree
C=1: spread of E_L = 0.098476 hartree
C=1: E_L just inside L = 1.969428 hartree
C=1: E_L just outside L = 1.750000 hartree
C=2: alpha0 = -0.066782 bohr^-2
C=2: alpha1 = -0.002141 bohr^-3
C=2: p(L) = -0.075347 bohr^-2
C=2: E_true = 2.005373 hartree
C=2: E_point = 2.005373 hartree
C=2: spread of E_L = 0.101777 hartree
C=2: E_L just inside L = 1.900694 hartree
C=2: E_L just outside L = 1.750000 hartree
C=3: alpha0 = 0.015789 bohr^-3
C=3: alpha1 = 0.004029 bohr^-4
C=3: p(L) = 0.031907 bohr^-3
C=3: E_true = 2.009798 hartree
C=3: E_point = 2.009798 hartree
C=3: spread of E_L = 0.136354 hartree
C=3: E_L just inside L = 1.750000 hartree
C=3: E_L just outside L = 1.750000 hartree
C=1: pair density P(L) = 0.149832 bohr^-1
C=1: missing energy = 0.012100 hartree
C=1: missing energy = 0.3293 eV
C=1: accepted Monte Carlo samples = 552001
C=1: Monte Carlo mean = 1.991240 hartree
C=1: its standard error = 0.000133 hartree
C=1: E_point, kink rounded over 0.001 bohr = 2.003537 hartree
C=1, p(L)=1 bohr^-1: E_true = 2.3422 hartree
C=1, p(L)=1 bohr^-1: E_point = 1.7479 hartree
C=1, p(L)=5 bohr^-1: E_true = 5.9388 hartree
C=1, p(L)=5 bohr^-1: E_point = -1.4460 hartree
C=1, p(L)=20 bohr^-1: E_true = 19.4385 hartree
C=1, p(L)=20 bohr^-1: E_point = -14.8832 hartree
outside-only density P_out(L) = 1.796672 bohr^-1
steep-kink slope of E_true = 0.898336 hartree bohr
steep-kink slope of E_point = -0.898335 hartree bohr
C=1: ground energy of H' = 1.986812 hartree
C=1: generator eigenvalue = 1.986813 hartree
C=2: jump of E_L = -0.150694 hartree
C=2: jump of E_L = -4.1006 eV
C=3: E_L slope inside = -0.25394 hartree/bohr
C=3: E_L slope outside = -0.06250 hartree/bohr
C=3: slope jump = 0.19144 hartree/bohr
\end{verbatim}
